# Oxide-trap depth from the gate dependence of capture and emission times

## 1. A depth that comes out too large

A model transistor has an oxide 4.0 nm thick, with one electron trap 1.2 nm from the channel. When the gate voltage rises by 0.2 V in strong inversion, the ratio of the mean capture time to the mean emission time falls from 5.50 to 0.354. If the whole gate-voltage step is assumed to drop across the oxide, this change places the trap at 1.42 nm. The excess of 0.22 nm is not noise, since these ratios are computed without scatter. It comes from the small part of the gate step that appears in the semiconductor.

Two questions must be answered: why the time ratio measures an energy, and how that energy follows the gate.

## 2. The two times

The trap switches between an empty state and a state filled with one more electron. In a transistor with a small channel the switching shows up as a drain current that jumps between two levels. Let $\tau_c$ be the mean time spent empty before a capture, and $\tau_e$ the mean time spent filled before an emission. If the trap comes to thermal equilibrium within each charge state between jumps, each jump has a constant rate. The dwell times are then exponentially distributed, and each mean is the inverse of its rate.

The following assumptions hold until stated otherwise.

- The trap exchanges electrons with the channel of an n-channel device, and not with the gate.
- The drain bias is small and the source is tied to the body, so the channel has one Fermi level $E_F$, which the gate does not move.
- Electrons and lattice share the temperature $T$.

Let $k$ label a channel state including its spin, with energy $E_k$ and occupation $f_k$. Capture needs an occupied channel state and emission needs an empty one:

$$\frac1{\tau_c}=\sum_k f_k\,W_{k\to T},\qquad \frac1{\tau_e}=\sum_k(1-f_k)\,W_{T\to k}. \tag{1}$$

$W_{k\to T}$ is the capture rate from $k$ when $k$ is occupied, and $W_{T\to k}$ the emission rate into $k$ when $k$ is empty.

## 3. Detailed balance for one channel state

Capture changes the equilibrium positions of the atoms around the trap, so phonons take part. Let the empty trap have vibrational energies $\varepsilon^0_m$ and the filled trap $\varepsilon^1_n$, the latter including the electronic energy of the added electron. Their partition functions are

$$Z_0=\sum_m e^{-\varepsilon^0_m/kT},\qquad Z_1=\sum_n e^{-\varepsilon^1_n/kT}.$$

(In $kT$, the letter $k$ is Boltzmann's constant.) The electronic degeneracies are $g_e$ for the empty and $g_f$ for the filled trap. A rate is averaged over initial states and summed over final states. To leading order in the coupling, Fermi's golden rule gives

$$W_{k\to T}=\frac{2\pi}{\hbar}\frac1{g_e}\sum_{mn}\frac{e^{-\varepsilon^0_m/kT}}{Z_0}M_{mn}\,\delta(E_k+\varepsilon^0_m-\varepsilon^1_n),$$

$$W_{T\to k}=\frac{2\pi}{\hbar}\frac1{g_f}\sum_{mn}\frac{e^{-\varepsilon^1_n/kT}}{Z_1}M_{mn}\,\delta(E_k+\varepsilon^0_m-\varepsilon^1_n).$$

$M_{mn}$ is the squared matrix element summed over all pairs of degenerate electronic states. It is the same in both lines because the coupling is Hermitian: reversing a transition conjugates its amplitude and leaves the squared modulus alone.

The delta function sets $\varepsilon^0_m=\varepsilon^1_n-E_k$. The first Boltzmann weight can therefore be written as

$$\frac{e^{-\varepsilon^0_m/kT}}{Z_0}=\frac{Z_1}{Z_0}\,e^{E_k/kT}\,\frac{e^{-\varepsilon^1_n/kT}}{Z_1}.$$

The prefactor does not depend on $m$ or $n$ and comes out of the sum. Now define the trap level as the difference of vibrational free energies, filled minus empty:

$$E_T=-kT\ln Z_1+kT\ln Z_0,\qquad\text{so}\qquad \frac{Z_1}{Z_0}=e^{-E_T/kT}.$$

What remains of the first sum is the second sum, apart from the degeneracies, and

$$W_{k\to T}=\frac{g_f}{g_e}\,e^{(E_k-E_T)/kT}\,W_{T\to k}. \tag{2}$$

A channel state far above the trap level is captured from more readily than it is emitted into, because emission must take the missing energy from the lattice.

## 4. From one state to the whole channel

The Fermi function $f_k=1/(e^{(E_k-E_F)/kT}+1)$ obeys

$$f_k=(1-f_k)\,e^{(E_F-E_k)/kT}. \tag{3}$$

Multiply (2) by (3). The energy $E_k$ cancels:

$$f_kW_{k\to T}=\frac{g_f}{g_e}\,e^{(E_F-E_T)/kT}\,(1-f_k)W_{T\to k}.$$

The factor in front is common to all channel states, so summing over $k$ and using (1) gives $1/\tau_c=(g_f/g_e)\,e^{(E_F-E_T)/kT}/\tau_e$, or

$$\boxed{\frac{\tau_c}{\tau_e}=\frac{g_e}{g_f}\,e^{(E_T-E_F)/kT}} \tag{4}$$

The density of states, the matrix elements and the degree of degeneracy of the electron gas have dropped out. This matters for what follows, since the gate changes all three. They do not drop out of $\tau_c$ or $\tau_e$ taken alone.

The fraction of time spent filled is

$$P_f=\frac{\tau_e}{\tau_c+\tau_e}=\frac1{1+\tau_c/\tau_e}.$$

For a trap that is nondegenerate when empty and a spin doublet when filled, $g_e/g_f=1/2$. The two times are then equal when $E_T-E_F=kT\ln2$, which is 17.9 meV at 300 K, and not when the level meets the Fermi level.

**A numerical check.** Equation (4) was tested on a trap with one vibrational mode, of phonon energy 50 meV when empty and 40 meV when filled. The golden-rule sums were evaluated term by term, with the overlaps obtained by diagonalization, a constant electronic coupling and a band whose density of states rises as the square root of the energy. The Fermi level lay 30 meV above the band edge, so the electrons were degenerate. An oscillator of phonon energy $\hbar\omega$ has free energy $\hbar\omega/2+kT\ln(1-e^{-\hbar\omega/kT})$. The softer mode of the filled trap therefore lowers $E_T$ by 7.15 meV. With the minimum of the filled state at $-50$ meV from the band edge, (4) predicts

$$\ln\frac{\tau_c}{\tau_e}=\ln\frac12+\frac{-50-7.15-30}{25.852}=-4.064,$$

which is what the sums give.

The strength of the lattice coupling is measured by the Huang–Rhys factor, which is proportional to the squared displacement of the oscillator and is referred here to the 50 meV mode. Raising it from 4 to 8 made $\tau_c$ longer by a factor 3.31 and left the ratio unchanged. Lowering the trap minimum by 20 meV then changed $\ln\tau_c$ by $-0.062$ for the weaker coupling and by $-0.183$ for the stronger one. The logarithm of the ratio changed by $-20/25.852=-0.774$. The values for $\tau_c$ depend on the band: with the step-like density of states of a two-dimensional channel they become 3.55, $-0.39$ and $-0.25$, while the ratio and its change stay the same. The slope of one time alone thus mixes the level shift with the capture mechanism, while the slope of the ratio contains the level shift only.

## 5. How the gate moves the level

Let $x$ be the distance of the trap from the channel interface and $t$ the oxide thickness. Potentials are measured from the neutral body. With $V_{FB}$ the flat-band voltage, the effective gate voltage divides between the surface potential $\psi_s$ and the oxide voltage:

$$V_G-V_{FB}=\psi_s+V_{ox}.$$

This takes the gate as an equipotential, without a depletion layer of its own. In an oxide free of charge the field is uniform and the potential is linear in depth:

$$\phi(x)=\psi_s+\frac xt\,(V_G-V_{FB}-\psi_s). \tag{5}$$

It equals $\psi_s$ at the channel and $V_G-V_{FB}$ at the gate.

An added electron has charge $-q$, with $q>0$, so a positive potential lowers its energy:

$$E_T=E_{T,fb}-q\,\phi(x), \tag{6}$$

where $E_{T,fb}$ is the level at flat band. Equation (6) assumes that the lattice relaxation, the vibrational frequencies and the interaction of the electron with its own image charges do not change with bias. The last condition holds only approximately: as the inversion layer fills, it screens the charged state of the trap better and lowers its energy. For a trap that is neutral when empty and negative when filled, the level falls a little further and the trap appears too deep. For a trap that is positive when empty and neutral when filled, the level is pushed up and the trap appears too shallow. For the model of Section 8, a linear-screening estimate gives an error of about 0.05 nm between 1.8 and 2.0 V. It gives about 0.25 nm between 1.4 and 1.5 V, just above threshold, where the inversion layer forms and the effect is strongest.

Define two dimensionless slopes:

$$S=-\frac{kT}{q}\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e},\qquad s=\frac{d\psi_s}{dV_G}.$$

Take the logarithm of (4) and differentiate. The degeneracies and $E_F$ are constant, so

$$\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=\frac1{kT}\frac{dE_T}{dV_G}=-\frac q{kT}\frac{d\phi(x)}{dV_G}.$$

Hence $S=d\phi(x)/dV_G$: the measured slope is the fraction of a gate step that reaches the trap. From (5),

$$S=s+\frac xt(1-s). \tag{7}$$

Subtracting $s$ and dividing by $1-s$ gives the depth:

$$\boxed{\frac xt=\frac{S-s}{1-s}} \tag{8}$$

## 6. Reading the depth formula

If the surface potential is pinned, $s\to0$ and (8) becomes the simple rule $x=tS$. For finite $s$, (7) gives the error of that rule:

$$tS-x=ts+x(1-s)-x=(t-x)\,s. \tag{9}$$

The simple rule overestimates the depth, and most strongly for traps near the channel. A trap at the interface, $x=0$, has $S=s$ and not $S=0$, because its level follows the surface potential.

In the opposite limit, $s\to1$, the whole gate step falls in the semiconductor. The potential then moves equally at every depth, $S\to1$ for every trap, and the slope carries no information on $x$.

A trap inside the oxide must have $s\le S\le1$. A slope outside this range shows that some assumption has failed; one inside it does not prove that all of them hold.

**Finite voltage steps.** Equation (5) is linear in $V_G$ and $\psi_s$. For two biases one may therefore subtract instead of differentiating:

$$\Delta\phi(x)=\Delta\psi_s+\frac xt(\Delta V_G-\Delta\psi_s).$$

Division by $\Delta V_G$ reproduces (7), with $S$ and $s$ now standing for difference quotients. Curvature of $\psi_s(V_G)$ between the two points causes no error.

## 7. Finding the surface-potential slope

Per unit area, the gate charge is $Q_G=C_{ox}(V_G-V_{FB}-\psi_s)$, with $C_{ox}=\epsilon_{ox}/t$. It balances the semiconductor charge, of magnitude $Q_s(\psi_s)$. Let $C_s=dQ_s/d\psi_s$. If the interface has states whose charge follows $\psi_s$, that charge belongs to $Q_s$ and their capacitance to $C_s$; leaving it out makes $s$ too large, above all below threshold. Differentiating $Q_G=Q_s$ with respect to $V_G$ gives

$$C_{ox}(1-s)=C_s\,s,\qquad\text{so}\qquad s=\frac{C_{ox}}{C_{ox}+C_s}. \tag{10}$$

In strong inversion a small rise of $\psi_s$ adds much electron charge, $C_s$ is large and $s$ is small. Below threshold the semiconductor responds mainly by widening its depletion layer, $C_s$ is small and $s$ is large.

The slope can also be taken from a capacitance. The total gate capacitance per area is

$$C_{gg}=\frac{dQ_G}{dV_G}=C_{ox}(1-s).$$

Subtracting (7) from 1 gives $1-S=(1-s)-\frac xt(1-s)=(1-x/t)(1-s)$. Replace $1-s$ by $C_{gg}/C_{ox}$ and solve:

$$\frac xt=1-(1-S)\frac{C_{ox}}{C_{gg}}. \tag{11}$$

The capacitance must be quasi-static, so that the channel charge follows the gate, and free of overlap and wiring contributions.

## 8. Worked example

The transistor of Section 1 has relative permittivities 4 (oxide) and 12 (semiconductor), $5\times10^{17}$ acceptors per cm³, an intrinsic density of $10^{10}$ cm⁻³ and a temperature of 300 K. These are round model values. The carriers obey classical Boltzmann statistics. The trap has $g_e=1$, $g_f=2$, and at flat band its level lies 1.32 eV above $E_F$.

The potential at the trap was found by solving Poisson's equation through oxide and semiconductor. The surface potential used to extract the depth came from a separate calculation, the first integral of that equation in the semiconductor.

**Lower bias,** $V_G-V_{FB}=1.8$ V. The surface potential is 1.0257 V. Equation (5) gives

$$\phi(x)=1.0257+0.3\,(1.8-1.0257)=1.2580\ \text{V},$$

in agreement with the Poisson solution. Then $E_T-E_F=62.0$ meV and

$$\frac{\tau_c}{\tau_e}=\tfrac12\,e^{62.0/25.852}=5.50.$$

The trap is filled for a fraction $1/6.50=0.154$ of the time.

**Upper bias,** $V_G-V_{FB}=2.0$ V. Now $\psi_s=1.0413$ V and $\phi(x)=1.3289$ V. The level has moved to 8.9 meV below $E_F$, the ratio is 0.354 and the filled fraction is 0.738.

**Depth.** The logarithms of the ratios are 1.7051 and $-1.0376$. Therefore

$$S=0.025852\times\frac{1.7051+1.0376}{0.2}=0.3545,\qquad s=\frac{1.0413-1.0257}{0.2}=0.078.$$

The simple rule gives $4.0\times0.3545=1.42$ nm, which is 18% above the true depth. By (9) the excess should be $(4.0-1.2)\times0.078=0.22$ nm, as found. Equation (8) gives

$$x=4.0\times\frac{0.3545-0.0779}{1-0.0779}=1.20\ \text{nm}.$$

A surface potential that moves by only 16 mV thus accounts for the discrepancy of Section 1. Relative to $x$ the correction is 18%, more than twice $s$, because it is $s$ times the distance from the trap to the gate, which here is 2.3 times $x$.

The value of $s$ belongs to the classical model. At these biases its electron density at the interface, 3 to $6\times10^{19}$ cm⁻³, exceeds the effective density of states of silicon's conduction band, about $2.8\times10^{19}$ cm⁻³, so Boltzmann statistics no longer describe a real silicon channel. Confinement also holds the electrons away from the interface. Both effects make $C_s$ smaller and $s$ larger. For a (100) silicon channel with the same oxide, doping and biases, $s$ is 0.15 to 0.16, depending on whether the electrons may penetrate the oxide barrier; for (110) and (111) surfaces it is near 0.19. Equation (8) still holds with that $s$, but inserting the classical 0.078 would place the trap at 1.43 to 1.46 nm on (100), and slightly above 1.5 nm on the other two surfaces. For a real device, $s$ should come from a calculation that includes both effects, or from the measured capacitance through (11).

**Below threshold.** At $V_G-V_{FB}=1.1$ V the local slopes are $S=0.846$ and $s=0.781$. The simple rule would put the trap at 3.39 nm, close to the gate instead of the channel. The capacitance ratio there is $C_{gg}/C_{ox}=0.2194$, and (11) gives

$$x=4.0\left(1-\frac{1-0.8464}{0.2194}\right)=1.20\ \text{nm}.$$

The steeper time ratio reflects the freer surface potential and not a deeper trap. These numbers illustrate the formulas and not a practical measurement: at this bias the level lies 0.49 eV above $E_F$, and $\tau_c/\tau_e$ is about $9\times10^7$. A trap at the same depth with a level about 0.5 eV lower would have the same slopes and comparable capture and emission times.

## 9. How many jumps are needed

Measured mean times scatter. The mean of $N$ exponential dwell times has relative variance $1/N$, so for large $N$ its logarithm has variance close to $1/N$. The change of $\ln(\tau_c/\tau_e)$ between two biases contains four independent means, and with $N$ captures and $N$ emissions at each bias its standard deviation is $2/\sqrt N$.

This makes an error $\sigma_S=(kT/q)(2/\sqrt N)/\Delta V_G$ in $S$. By (8), $\sigma_x=t\,\sigma_S/(1-s)$ if $s$ is known. Since $\Delta V_G(1-s)=\Delta V_{ox}$, the change of oxide voltage,

$$\sigma_x=t\,\frac{kT}{q}\,\frac{2}{\sqrt N\,\Delta V_{ox}}. \tag{12}$$

For $N=400$ and $\Delta V_{ox}=0.1844$ V this is $4.0\times0.025852\times0.1/0.1844=0.056$ nm, or 5% of the depth. Sampled dwell times gave a spread of 0.055 nm. The bias of the simple rule, 0.22 nm, is about four times this error, and more counting would not remove it.

An error $\delta s$ in the surface-potential slope adds to this. Differentiating (8) at fixed $S$,

$$\frac{\partial x}{\partial s}=-t\,\frac{1-S}{(1-s)^2}=-\frac{t-x}{1-s}.$$

In the example, $\delta s=0.01$ shifts the depth by $-0.03$ nm. Both errors grow as $s$ approaches 1, so strong inversion is the better place to measure, provided that both times can still be resolved there.

## 10. When the assumptions change

**Fixed oxide charge.** Charge that does not respond to bias bends the potential in the oxide, and the field is no longer uniform. Let $V_{FB}$ keep its value without this charge, so that the potential at the gate face is still $V_G-V_{FB}$; the true flat-band voltage is shifted by a constant. By superposition the charge then adds to (5) a term that vanishes at both faces of the oxide and does not depend on $V_G$ or $\psi_s$. For a sheet of charge $\sigma$ per area at depth $y>x$, this term rises linearly from the channel to the sheet and falls linearly to the gate. With the jump of slope $\sigma/\epsilon_{ox}$ at the sheet, its value at the trap is

$$\phi_{fix}(x)=\frac{\sigma}{C_{ox}}\,\frac{x(t-y)}{t^2}.$$

For $10^{12}$ elementary charges per cm² at $y=2.5$ nm, this is $0.181\ \text{V}\times0.1125=20.4$ mV, as the Poisson solution also shows. The term shifts the level, and with it the voltage at which the two times are equal. It drops out of the derivative, so (8) survives with the actual $s$, and the recovered depth was again 1.20 nm. Charge inside the oxide that varies with bias would not drop out. Interface states at the channel face are an exception: they change $s$, but (8) with the actual $s$, and (11), remain valid.

**Exchange with the gate.** If the trap trades electrons with the gate alone, the gate's Fermi level replaces $E_F$ in (4). That level moves by $-q\,dV_G$, so

$$\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=\frac q{kT}(1-S)=+\frac q{kT}\left(1-\frac xt\right)(1-s).$$

The sign is reversed, because the gate's Fermi level falls faster than the trap level. At 1.9 V the slope would be $+25.0$ per volt, against $-13.7$ per volt between 1.8 and 2.0 V for exchange with the channel. This compares slopes only. The trap of Section 8 would lie far above the gate's Fermi level at this bias and would stay empty; to show both times, a trap that trades with the gate needs a much lower level. If both exchanges matter, the rates add. No single Fermi level then describes the trap when the gate is biased, and (4) fails.

**Gate depletion.** If the potential $\phi_g$ at the gate face of the oxide rises by only $\gamma=d\phi_g/dV_G<1$, then (7) becomes $S=s+(x/t)(\gamma-s)$, and $x/t=(S-s)/(\gamma-s)$. Using (8) unchanged would underestimate the depth.

**Lateral structure and drain bias.** In a very small channel, individual dopants make the potential vary along the interface. The slope $S$ is still the fraction of the gate step that reaches the trap, but (5) no longer turns that fraction into a depth. A large drain bias makes both the channel Fermi level and $\psi_s$ depend on position. The local values at the trap are then needed, and the channel electrons may no longer share the lattice temperature, which (3) requires.

The remaining computed values are in the numerical output below.

## Computed results

```
temperature 300 K; thermal voltage kT/q = 25.852 mV
-- multiphonon model --
phonon energies empty, filled: 50, 40 meV
Fermi level above band edge: 30 meV
trap minimum, two cases: -50, -70 meV
vibrational free-energy shift of level: -7.15 meV
ln(tau_c/tau_e), first case, Huang-Rhys 4: -4.0643
ln(tau_c/tau_e), first case, Huang-Rhys 8: -4.0643
tau_c(HR 8)/tau_c(HR 4), first case: 3.308
change of ln tau_c on lowering level, HR 4: -0.0621
change of ln tau_c on lowering level, HR 8: -0.1830
change of ln(tau_c/tau_e) on lowering level: -0.7736
-- MOS model; V = V_G - V_FB --
oxide thickness 4.0 nm; true trap depth 1.2 nm
relative permittivity oxide 4, semiconductor 12
acceptors 5.0e+17 cm^-3; intrinsic density 1.0e+10 cm^-3
oxide capacitance 0.8854 uF/cm^2
E_T - E_F at flat band: 1.32 eV; g_e = 1, g_f = 2
V = 1.8 V: psi_s = 1.0257 V, trap potential = 1.2580 V
   E_T - E_F = 62.00 meV, ln ratio = 1.7051, tau_c/tau_e = 5.5022
   filled fraction: formula 0.1538, sampled 0.1538
V = 2.0 V: psi_s = 1.0413 V, trap potential = 1.3289 V
   E_T - E_F = -8.90 meV, ln ratio = -1.0376, tau_c/tau_e = 0.3543
   filled fraction: formula 0.7384, sampled 0.7385
interval slope of ln ratio: -13.714 per V
interval S = 0.3545, s = 0.0779
depth, simple rule t*S: 1.418 nm
depth, with surface-potential correction: 1.200 nm
local at V = 1.1 V: S = 0.8464, s = 0.7806, C_gg/C_ox = 0.2194
   depth: simple rule 3.386 nm, capacitance form 1.200 nm
   slope if trap exchanges with gate: +5.941 per V
local at V = 1.9 V: S = 0.3539, s = 0.0770, C_gg/C_ox = 0.9230
   depth: simple rule 1.416 nm, capacitance form 1.200 nm
   slope if trap exchanges with gate: +24.991 per V
fixed oxide charge 1.0e+12 q/cm^2 at 2.5 nm from channel
   trap potential minus uniform-field value: 20.36 mV
   depth recovered: 1.200 nm
change of oxide voltage between biases: 0.1844 V
cycles per bias 400; simulated experiments 4000
depth standard error: formula 0.0561 nm, sampled 0.0553 nm
```
